\section*{Dirac oscillator: exact levels, degeneracies and the surviving spin-orbit coupling}

\section*{Question}

I am trying to solve the Dirac oscillator in three dimensions,
\begin{equation}
H=c\,\boldsymbol\alpha\cdot(\mathbf p-im\omega\beta\mathbf r)+\beta mc^2,\qquad \omega>0,
\label{H}
\end{equation}
in the standard representation, $\beta=\mathrm{diag}(1,1,-1,-1)$. Squaring it seems to give an ordinary oscillator plus a spin-orbit term, but three things stop me.

First, when I list the levels, some energies seem to occur for every value of $l$. Can a level of a confining problem really be infinitely degenerate, and which levels are not? Second, I was told that the nonrelativistic limit has an $\mathbf l\cdot\mathbf s$ coupling ``as strong as the level spacing'', and I keep finding twice that. Third, I expected spin-orbit coupling to disappear as $c\to\infty$. Why does it stay?

\section*{Answer}

\subsection*{Squaring without losing a sign}

Write $\psi=(\varphi,\chi)$ with two-component $\varphi$ and $\chi$. Since
\[
\boldsymbol\alpha\beta=\begin{pmatrix}0&-\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},
\]
the term in $\mathbf r$ has opposite signs in the two rows. With $A=\boldsymbol\sigma\cdot(\mathbf p-im\omega\mathbf r)$, $H\psi=E\psi$ becomes
\begin{align}
(E-mc^2)\varphi&=cA^\dagger\chi, \label{up}\\
(E+mc^2)\chi&=cA\varphi. \label{low}
\end{align}
Multiply (\ref{up}) by $E+mc^2$ and insert (\ref{low}):
\begin{equation}
(E^2-m^2c^4)\varphi=c^2A^\dagger A\,\varphi .
\label{sq}
\end{equation}
The product is
\[
A^\dagger A=p^2+m^2\omega^2r^2+im\omega\left[(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf r)\right].
\]
Let $\mathbf l=\mathbf r\times\mathbf p/\hbar$ and $\mathbf s=\boldsymbol\sigma/2$, both dimensionless. The Pauli identity, with $\mathbf p\times\mathbf r=-\mathbf r\times\mathbf p$, gives
\begin{align*}
(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)&=\mathbf r\cdot\mathbf p+i\hbar\,\boldsymbol\sigma\cdot\mathbf l,\\
(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf r)&=\mathbf p\cdot\mathbf r-i\hbar\,\boldsymbol\sigma\cdot\mathbf l.
\end{align*}
Because $\mathbf r\cdot\mathbf p-\mathbf p\cdot\mathbf r=3i\hbar$, the bracket equals $3i\hbar+2i\hbar\,\boldsymbol\sigma\cdot\mathbf l$. Hence $A^\dagger A=2mh$, with
\begin{equation}
h=\frac{p^2}{2m}+\frac{m\omega^2r^2}{2}-\frac32\hbar\omega-\hbar\omega\,\boldsymbol\sigma\cdot\mathbf l .
\label{h}
\end{equation}
The opposite order, $AA^\dagger$, follows by reversing the sign of $\omega$:
\begin{equation}
AA^\dagger=p^2+m^2\omega^2r^2+3\hbar m\omega+2\hbar m\omega\,\boldsymbol\sigma\cdot\mathbf l .
\label{AAd}
\end{equation}

\subsection*{The levels}

Let $n=0,1,2,\ldots$ and $l$ be the radial and orbital quantum numbers of $\varphi$. The oscillator energy is $(N+\frac32)\hbar\omega$ with $N=2n+l$. Also
\[
\boldsymbol\sigma\cdot\mathbf l=j(j+1)-l(l+1)-\tfrac34=
\begin{cases}l,&j=l+\frac12,\\-(l+1),&j=l-\frac12.\end{cases}
\]
So $h$ has eigenvalues $\nu\hbar\omega$ with $\nu=N-\boldsymbol\sigma\cdot\mathbf l$, and (\ref{sq}) gives
\begin{equation}
E^2=m^2c^4+2\nu\hbar\omega\,mc^2,\qquad
\nu=\begin{cases}2n,&j=l+\frac12,\\2n+2l+1,&j=l-\frac12\ (l\ge1).\end{cases}
\label{E}
\end{equation}

Squaring can introduce false roots, so the signs of $E$ need a check. For $\nu>0$, take either root and define $\chi=cA\varphi/(E+mc^2)$. Then $cA^\dagger\chi=c^2A^\dagger A\varphi/(E+mc^2)=(E-mc^2)\varphi$, so both signs are solutions.

For $\nu=0$, $\langle\varphi|A^\dagger A|\varphi\rangle=0$ forces $A\varphi=0$. At $E=+mc^2$, (\ref{low}) then gives $\chi=0$, a valid solution. At $E=-mc^2$, (\ref{low}) again requires $A\varphi=0$, and applying $A$ to (\ref{up}) gives $AA^\dagger\chi=0$. But by (\ref{AAd}) the eigenvalues of $AA^\dagger$ are $2m\hbar\omega(N'+3+\boldsymbol\sigma\cdot\mathbf l)$, where primes label the lower component. This is $2m\hbar\omega$ times $2n'+2l'+3$ or $2n'+2$, hence at least $4m\hbar\omega$. Thus $\chi=0$, then $\varphi=0$, and $-mc^2$ is not a level.

No state is missed. The oscillator functions with spin are complete for $\varphi$. Every eigenvector $\chi$ of $AA^\dagger$, with eigenvalue $\lambda>0$, equals $A(A^\dagger\chi)/\lambda$, so it is already the partner of an upper function.

\subsection*{Which degeneracies are infinite}

Count at one sign of $E$.

\begin{itemize}
\item \textbf{Even $\nu=2n$.} This fixes $n$ and leaves $l=0,1,2,\ldots$ free. Each $j=l+\frac12$ occurs once, with $2j+1=2l+2$ states, so the degeneracy is infinite.
\item \textbf{Odd $\nu=2q+1$.} This fixes $n+l=q$, so $l=1,\ldots,q$ and $j=\frac12,\ldots,q-\frac12$. Each $j=l-\frac12$ has $2l$ states, and the degeneracy is
\begin{equation}
\sum_{l=1}^{q}2l=q(q+1).
\end{equation}
It is 2, 6, 12 for $\nu=3,5,7$. The value $\nu=1$ would need $q=0$, for which there is no allowed $l$, so it is absent.
\end{itemize}

In terms of $h$, raising $l$ by one at fixed $n$ costs $\hbar\omega$ of oscillator energy. For $j=l+\frac12$ the spin-orbit term returns all of it; for $j=l-\frac12$ it costs another $\hbar\omega$. So the problem is not confining in the usual sense: every eigenstate is normalizable, but along the $j=l+\frac12$ families the energy does not rise with distance. For $\nu=0$ the radial density is proportional to $r^{2l+2}e^{-r^2/b^2}$, with $b=\sqrt{\hbar/m\omega}$, and peaks at $r=b\sqrt{l+1}$. Each state is bound, but the family extends outward without end. For any $R$, the spinor with upper entry $e^{R(x+iy)/b^2-r^2/2b^2}$ and all other entries zero satisfies $A\varphi=0$. It is a stationary Gaussian packet of width $b$ centred at $(R,0,0)$, with $E=mc^2$ however large $R$ is.

\subsection*{The spinors}

Let $\mathcal Y_\kappa$ be spin-angle functions with $\boldsymbol\sigma\cdot\mathbf l\,\mathcal Y_\kappa=-(\kappa+1)\mathcal Y_\kappa$ and $\sigma_r\mathcal Y_\kappa=-\mathcal Y_{-\kappa}$, where $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$. Thus $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. Set $\varphi=(F/r)\mathcal Y_\kappa$ and $\chi=i(G/r)\mathcal Y_{-\kappa}$. Since $\sigma_r^2=1$,
\[
\boldsymbol\sigma\cdot\mathbf p=\frac{\sigma_r}{r}(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)
=-i\hbar\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf l}{r}\right).
\]
Using $\partial_r(F/r)=F'/r-F/r^2$, (\ref{low}) becomes
\begin{equation}
G=\frac{c\hbar}{E+mc^2}\left(F'+\frac{\kappa}{r}F+\frac{r}{b^2}F\right).
\label{G}
\end{equation}
Now measure $r$ in units of $b$. The oscillator solution is $F=r^{l+1}e^{-r^2/2}L_n^{l+1/2}(r^2)$, up to normalization. The derivative of the Gaussian cancels the last term in (\ref{G}), leaving
\[
G=\frac{c\hbar}{b(E+mc^2)}\,r^{l+1}e^{-r^2/2}\left[\frac{l+1+\kappa}{r}L_n^{l+1/2}+2r\,\frac{dL_n^{l+1/2}}{dx}\right]_{x=r^2}.
\]
Differentiating the Laguerre series term by term gives $dL_n^{a}/dx=-L_{n-1}^{a+1}$ and $x\,dL_n^a/dx+aL_n^a=(n+a)L_n^{a-1}$. The first applies for $\kappa=-(l+1)$, the second for $\kappa=l$, with $a=l+\frac12$:
\begin{equation}
G=\frac{c\hbar\,e^{-r^2/2}}{b(E+mc^2)}\times
\begin{cases}-2r^{l+2}L_{n-1}^{l+3/2}(r^2),&j=l+\frac12,\\
(2n+2l+1)\,r^{l}L_n^{l-1/2}(r^2),&j=l-\frac12.\end{cases}
\end{equation}
For $n=0$ the first line is zero, as found above.

The weight of the lower component follows from (\ref{low}) and (\ref{sq}):
\begin{equation}
\frac{\|\chi\|^2}{\|\varphi\|^2}=\frac{E^2-m^2c^4}{(E+mc^2)^2}=\frac{E-mc^2}{E+mc^2}
\quad\Rightarrow\quad
\frac{\|\chi\|^2}{\|\varphi\|^2+\|\chi\|^2}=\frac{E-mc^2}{2E}.
\label{w}
\end{equation}

\subsection*{The limit, and your factor of two}

For positive energy put $W=E-mc^2$. Then $E^2-m^2c^4=2mc^2W+W^2$, so
\begin{equation}
W+\frac{W^2}{2mc^2}=\nu\hbar\omega
\quad\Rightarrow\quad
W=\nu\hbar\omega-\frac{(\nu\hbar\omega)^2}{2mc^2}+\cdots .
\label{nr}
\end{equation}
At fixed $\nu$ and $c\to\infty$, $W$ tends to the eigenvalue of $h$ and the lower component vanishes. With $\boldsymbol\sigma\cdot\mathbf l=2\,\mathbf l\cdot\mathbf s$, the limiting Hamiltonian is
\begin{equation}
h=\frac{p^2}{2m}+\frac{m\omega^2r^2}{2}-\frac32\hbar\omega-2\hbar\omega\,\mathbf l\cdot\mathbf s .
\end{equation}
Your factor is right. The coefficient of $\boldsymbol\sigma\cdot\mathbf l$ has the magnitude of the oscillator spacing $\hbar\omega$; that of $\mathbf l\cdot\mathbf s$ is twice as large. The doublet splitting at given $n,l$ is $[l+(l+1)]\hbar\omega=(2l+1)\hbar\omega$, with $j=l+\frac12$ lower.

The coupling survives because $\mathbf r$ enters $H$ beside $\mathbf p$, multiplied by $c$. Eliminating $\chi$ across the gap $2mc^2$ gives $c^2A^\dagger A/2mc^2=A^\dagger A/2m$, where $c$ has cancelled. A potential $V(r)$ added to the diagonal of a free Dirac Hamiltonian acts differently. It gives the kinetic term
\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2mc^2+W-V}\,\boldsymbol\sigma\cdot\mathbf p
=\frac{p^2}{2m}+O(c^{-2}),
\]
so its spin-orbit coupling starts at order $c^{-2}$. This expansion needs $|W-V|\ll 2mc^2$, as for a bounded well at large $c$. For an unbounded $V$ such as $m\omega^2r^2/2$ the denominator vanishes where $V=2mc^2+W$; beyond that radius the solutions oscillate instead of decaying, and the levels are resonances rather than bound states. That is the case behind your expectation.

The limit is not uniform in $\nu$. By (\ref{nr}), the relative error of $W\simeq\nu\hbar\omega$ is small when $\nu\hbar\omega\ll mc^2$; the error is small against $\hbar\omega$ itself only under the stronger condition $\nu^2\hbar\omega\ll mc^2$. For $\nu\hbar\omega\gg mc^2$, $E\simeq\sqrt{2\nu\hbar\omega\,mc^2}$. Treating $\nu$ as continuous, (\ref{E}) gives $dE/d\nu=\hbar\omega\,mc^2/E$, so the levels crowd together as $E$ grows.

The sign of $\omega$ matters too. If it is reversed in (\ref{H}), $AA^\dagger$ acts on the upper component. The limiting coupling becomes $+2\hbar\omega\,\mathbf l\cdot\mathbf s$ with $\omega$ still denoting the positive frequency, and the unpaired level moves to $-mc^2$.

\subsection*{Numbers with visible relativistic corrections}

Take a model particle with the electron mass, $mc^2=511.0$ keV, and choose $\hbar\omega=20$ keV. Then $\hbar\omega/mc^2=0.039$ and $b=1.95$ pm. For $n=0$, $l=1$, the $j=\frac32$ state has $\nu=0$ and $E=mc^2$. Its partner $j=\frac12$ has $\nu=3$:
\[
E=\sqrt{511.0^2+2\cdot3\cdot20\cdot511.0}\ \text{keV}=567.8\ \text{keV}.
\]
The splitting is therefore $567.8-511.0=56.8$ keV, against $3\hbar\omega=60$ keV in the limit, which is 5.6\% above the exact value. The first correction in (\ref{nr}) gives $60-60^2/(2\cdot511.0)=56.5$ keV. By (\ref{w}), the lower component carries $56.8/(2\cdot567.8)=0.050$ of the norm. At $\nu=7$ the limiting excitation energy, 140 keV, is already 12\% above the exact 124.8 keV.

The two kinds of degeneracy can also be seen in a finite calculation. In terms of the lowering operators $\mathbf a=(m\omega\mathbf r+i\mathbf p)/\sqrt{2m\hbar\omega}$,
\[
A=-i\sqrt{2m\hbar\omega}\;\boldsymbol\sigma\cdot\mathbf a,
\]
so $A$ lowers the number of quanta by one. Keeping at most $M$ quanta in $\varphi$ and $M-1$ in $\chi$ gives a space that $H$ does not leave; the energies in it have no truncation error, but families are cut off. For even $\nu=2n$ it contains
\[
\sum_{l=0}^{M-2n}(2l+2)=(M-\nu+1)(M-\nu+2)
\]
positive-energy states. Diagonalizing $H$ gives 56 states at $\nu=0$ for $M=6$ and 90 for $M=8$, as this formula requires, and the number grows without bound with $M$. At $\nu=7$ it gives 12 in both cases: the member with most quanta has $l=1$, $n=2$, hence $N=5$, so the multiplet is already complete. The numerical output lists the levels up to $\nu=7$ and a case with $\hbar\omega/mc^2=10^{-4}$, where the $\nu=3$ excitation is $2.99955\,\hbar\omega$, close to the limiting $3\hbar\omega$.

\section*{Calculated quantities}
\begin{verbatim}
rest energy mc^2 = 510.999 keV
oscillator quantum hbar*omega = 20.000 keV
ratio hbar*omega/mc^2 = 0.039139
oscillator length sqrt(hbar/(m omega)) = 1.9519 pm
coefficient of l.s found from H^2 = -2.000000 hbar*omega
coefficient of sigma.l found from H^2 = -1.000000 hbar*omega
Levels: E, E-mc^2, nonrel. nu*hw, with first correction (all keV); lower weight
nu=0: 510.999, 0.000, 0.000, 0.000; 0.00000
nu=2: 549.545, 38.546, 40.000, 38.434; 0.03507
nu=3: 567.838, 56.839, 60.000, 56.477; 0.05005
nu=4: 585.559, 74.560, 80.000, 73.738; 0.06367
nu=5: 602.760, 91.761, 100.000, 90.215; 0.07612
nu=6: 619.483, 108.484, 120.000, 105.910; 0.08756
nu=7: 635.767, 124.768, 140.000, 120.822; 0.09812
highest negative level = -549.545 keV
Number of positive-energy states found, M=6 and M=8
nu=0: 56, 90
nu=1: 0, 0
nu=2: 30, 56
nu=3: 2, 2
nu=4: 12, 30
nu=5: 6, 6
nu=6: 2, 12
nu=7: 12, 12
content of nu=3: j=1/2 (2 states)
content of nu=5: j=1/2 (2 states), j=3/2 (4 states)
content of nu=7: j=1/2 (2 states), j=3/2 (4 states), j=5/2 (6 states)
Doublet splitting for n=0, E(j=l-1/2)-E(j=l+1/2): exact, nonrel. (keV)
l=1: 56.839, 60.000
l=2: 91.761, 100.000
l=3: 124.768, 140.000
weak case hbar*omega/mc^2 = 0.0001
weak case nu=2: (E-mc^2)/(hbar*omega) = 1.999800
weak case nu=3: (E-mc^2)/(hbar*omega) = 2.999550
weak case nu=5: (E-mc^2)/(hbar*omega) = 4.998751
explicit spinors checked in the Dirac equation: 16
\end{verbatim}
